# The Thomas-Fermi equation of a neutral atom and its boundary conditions: a numerical check

```python
"""Thomas-Fermi neutral atom in Hartree atomic units.
Result under test: the Euler and Poisson equations reduce to
    chi'' = chi^(3/2)/sqrt(x),  chi(0)=1,  chi(infinity)=0,
with phi = Z*chi/r, r = b*x, b = (9*pi^2/128)^(1/3) * Z^(-1/3).
Z: nuclear charge; phi: total electrostatic potential; n: electron density;
mu: chemical potential; chi: screening function; x: scaled radius.
The direct solver works in r and uses neither chi nor b.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, quad, solve_bvp, solve_ivp
from scipy.optimize import brentq

PI = np.pi


def direct_atom(Z, outer_radius, points=400):
    """Solve Euler equation plus explicit shell Coulomb sums at N = Z."""
    log_r = np.linspace(np.log(1e-4), np.log(outer_radius), points)
    r = np.exp(log_r)
    step_log = log_r[1] - log_r[0]
    weight = np.full(points, step_log)
    weight[-1] = step_log / 2
    # The inner core below the first radius has n proportional to r^(-3/2).
    weight[0] = step_log / 2 + 2 / 3
    volume = 4 * PI * r**3 * weight
    coulomb = 1 / np.maximum.outer(r, r)

    def density(w):
        return (2 * np.maximum(w, 0))**1.5 / (3 * PI**2)

    def solve_at(mu):
        w = Z / r + abs(mu)          # w = mu + phi
        for _ in range(100):
            residual = w - mu - Z / r + coulomb @ (volume * density(w))
            slope = np.sqrt(2 * np.maximum(w, 0)) / PI**2
            jacobian = np.eye(points) + coulomb * (volume * slope)
            change = np.linalg.solve(jacobian, residual)
            w = w - change
            if np.max(np.abs(change) / (1 + np.abs(w))) < 1e-9:
                return w
        raise RuntimeError("Newton iteration did not converge")

    mu = brentq(lambda m: volume @ density(solve_at(m)) - Z,
                -0.5, 0.5, xtol=1e-11)
    w = solve_at(mu)
    n = density(w)
    enclosed = (2 / 3 * 4 * PI * r[0]**3 * n[0]
                + cumulative_trapezoid(4 * PI * r**3 * n, log_r, initial=0))
    half_radius = np.exp(np.interp(Z / 2, enclosed, log_r))
    nuclear_potential = (np.trapezoid(4 * PI * r**2 * n, log_r)
                         if hasattr(np, "trapezoid")
                         else np.trapz(4 * PI * r**2 * n, log_r))
    nuclear_potential += 2 * 4 * PI * r[0]**2 * n[0]
    return dict(r=r, n=n, mu=mu, phi=w - mu, volume=volume,
                coulomb=coulomb, half_radius=half_radius,
                enclosed=enclosed, nuclear_potential=nuclear_potential)


# Screening equation in t = sqrt(x); p = d chi/dx. This form is regular at 0.
def screening_rhs(t, y):
    return np.array([2 * t * y[1], 2 * np.maximum(y[0], 0)**1.5])


T_END = 20.0
mesh = np.linspace(0, T_END, 401)
length_guess = 144**(1 / 3)
guess = np.vstack([(1 + mesh**2 / length_guess)**-3,
                   -3 / length_guess * (1 + mesh**2 / length_guess)**-4])
bvp = solve_bvp(screening_rhs, lambda ya, yb: np.array([ya[0] - 1, yb[0]]),
                mesh, guess, tol=1e-8, max_nodes=50000)
assert bvp.success, bvp.message


def chi(x):
    return bvp.sol(np.sqrt(x))[0]


def chi_slope(x):
    return bvp.sol(np.sqrt(x))[1]


initial_slope = float(chi_slope(0.0))

# The computed function obeys the equation in its original variable x.
for x in (0.5, 1.0, 3.0):
    d = 0.01
    second = (chi(x + d) - 2 * chi(x) + chi(x - d)) / d**2
    assert abs(second / (chi(x)**1.5 / np.sqrt(x)) - 1) < 1e-3


def charge_fraction(x):
    return quad(lambda t: 2 * t**2 * max(bvp.sol(t)[0], 0)**1.5,
                0, np.sqrt(x), limit=200, epsabs=1e-9)[0]


total_fraction = charge_fraction(T_END**2)
assert abs(total_fraction - 1) < 1e-4
for x in (1.0, 3.0, 10.0):
    assert abs(charge_fraction(x) - (1 - chi(x) + x * chi_slope(x))) < 1e-6

# Trial slopes on either side of the neutral one.
def reaches_zero(t, y):
    return y[0]


def turns_up(t, y):
    return y[1]


reaches_zero.terminal = True
turns_up.terminal = True


def shoot(slope):
    return solve_ivp(screening_rhs, (0, T_END), [1, slope], rtol=1e-10,
                     atol=1e-12, max_step=0.05, dense_output=True,
                     events=(reaches_zero, turns_up))


steep_slope, shallow_slope = initial_slope - 0.01, initial_slope + 0.01
steep, shallow = shoot(steep_slope), shoot(shallow_slope)
assert len(steep.t_events[0]) == 1 and len(steep.t_events[1]) == 0
assert len(shallow.t_events[1]) == 1 and len(shallow.t_events[0]) == 0
ion_edge = steep.t_events[0][0]**2
ion_missing = -ion_edge * steep.y_events[0][0][1]
ion_charge = quad(lambda t: 2 * t**2 * max(steep.sol(t)[0], 0)**1.5,
                  0, np.sqrt(ion_edge), limit=200, epsabs=1e-9)[0]
assert abs(1 - ion_charge - ion_missing) < 1e-5
turn_x = shallow.t_events[1][0]**2
turn_chi = shallow.y_events[1][0][0]
assert turn_chi > 0

# Direct solutions for germanium in growing spheres, and for a second Z.
Z = 32
b_unit = (9 * PI**2 / 128)**(1 / 3)
b = b_unit * Z**(-1 / 3)
assert abs(b_unit - 0.8853) < 5e-5
radii = (10.0, 20.0, 40.0)
atoms = [direct_atom(Z, radius) for radius in radii]
mus = [atom["mu"] for atom in atoms]
assert mus[0] > 6 * mus[1] > 36 * mus[2] > 0
ge = atoms[-1]
assert np.min(ge["phi"]) > -1e-7

x_half = brentq(lambda x: chi(x) - x * chi_slope(x) - 0.5, 0.1, 10)
b_direct = ge["half_radius"] / x_half
Z_other = 10
other = direct_atom(Z_other, 40.0)
b_other = b_unit * Z_other**(-1 / 3)
b_other_direct = other["half_radius"] / x_half
# Tolerances reflect the second-order radial grid (log spacing about 0.03).
assert abs(b_direct / b - 1) < 2e-3
assert abs(b_other_direct / b_other - 1) < 2e-3


def reduced_density(r, charge, length):
    x = r / length
    return charge / (4 * PI * length**3) * (chi(x) / x)**1.5


deviations = []
for atom, charge, length in ((ge, Z, b), (other, Z_other, b_other)):
    inside = (atom["r"] > 0.01) & (atom["r"] < 4)
    ratio = atom["n"][inside] / reduced_density(atom["r"][inside],
                                                 charge, length)
    deviations.append(np.max(np.abs(ratio - 1)))
assert max(deviations) < 5e-3

potential_reduced = -Z * initial_slope / b
assert abs(ge["nuclear_potential"] / potential_reduced - 1) < 2e-3


# Energy is stationary and minimal when charge moves between two shells.
def energy(q):
    kinetic = 0.3 * (3 * PI**2)**(2 / 3) * np.sum(
        q**(5 / 3) / ge["volume"]**(2 / 3))
    return kinetic - Z * np.sum(q / ge["r"]) + q @ ge["coulomb"] @ q / 2


shell_charge = ge["volume"] * ge["n"]
transfer = np.zeros_like(shell_charge)
transfer[np.argmin(abs(ge["r"] - 0.1))] = -1
transfer[np.argmin(abs(ge["r"] - 1.0))] = 1
eps = 1e-4
e_zero = energy(shell_charge)
e_plus = energy(shell_charge + eps * transfer)
e_minus = energy(shell_charge - eps * transfer)
energy_slope = (e_plus - e_minus) / (2 * eps)
assert abs(energy_slope) < 1e-3
assert e_plus > e_zero and e_minus > e_zero

pm = physical_constants["Bohr radius"][0] * 1e12
print(f"b * Z^(1/3) = {b_unit:.6f} bohr")
print(f"germanium: Z = {Z}, Z^(1/3) = {Z**(1/3):.5f}")
print(f"germanium: b = {b:.5f} bohr = {b * pm:.3f} pm")
print(f"germanium: b from direct solution = {b_direct:.5f} bohr")
print(f"second test: Z = {Z_other}, b = {b_other:.5f} bohr")
print(f"second test: b from direct solution = {b_other_direct:.5f} bohr")
print(f"initial slope chi'(0) = {initial_slope:.6f}")
print(f"outer end of chi calculation: x = {T_END**2:.0f}")
print(f"integral of sqrt(x) chi^(3/2) = {total_fraction:.6f}")
print(f"half-charge scaled radius x = {x_half:.5f}")
print(f"germanium half-charge radius, reduced = {b*x_half:.5f} bohr")
print(f"germanium half-charge radius, direct = "
      f"{ge['half_radius']:.5f} bohr")
print("Ge table: r/bohr, x, chi, n/bohr^-3, direct n/bohr^-3, "
      "electrons inside, direct electrons inside")
for r in (0.1, 0.3, 1.0, 3.0):
    x = r / b
    n_direct = np.exp(np.interp(np.log(r), np.log(ge["r"]),
                                np.log(ge["n"])))
    inside = Z * (1 - chi(x) + x * chi_slope(x))
    inside_direct = np.interp(np.log(r), np.log(ge["r"]), ge["enclosed"])
    print(f"{r:.1f}  {x:.4f}  {chi(x):.5f}  "
          f"{reduced_density(r, Z, b):.5g}  {n_direct:.5g}  "
          f"{inside:.3f}  {inside_direct:.3f}")
print(f"largest relative density difference, Ge, 0.01 to 4 bohr = "
      f"{deviations[0]:.2e}")
print(f"largest relative density difference, Z = {Z_other}, same range = "
      f"{deviations[1]:.2e}")
print(f"electron repulsion at Ge nucleus, reduced = "
      f"{potential_reduced:.3f} hartree")
print(f"electron repulsion at Ge nucleus, direct = "
      f"{ge['nuclear_potential']:.3f} hartree")
for radius, mu in zip(radii, mus):
    print(f"Ge in sphere of radius {radius:.0f} bohr: mu = {mu:.3e} hartree")
print(f"energy slope for charge transfer, 0.1 to 1 bohr = "
      f"{energy_slope:.2e} hartree per electron")
print(f"steeper trial slope = {steep_slope:.6f}: zero at x = {ion_edge:.4f}")
print(f"steeper trial: missing charge fraction = {ion_missing:.5f}, "
      f"by quadrature = {1 - ion_charge:.5f}")
print(f"shallower trial slope = {shallow_slope:.6f}: minimum at x = "
      f"{turn_x:.4f}, chi = {turn_chi:.5f}")
print("every check passed")
```

It prints:

```
b * Z^(1/3) = 0.885341 bohr
germanium: Z = 32, Z^(1/3) = 3.17480
germanium: b = 0.27887 bohr = 14.757 pm
germanium: b from direct solution = 0.27887 bohr
second test: Z = 10, b = 0.41094 bohr
second test: b from direct solution = 0.41095 bohr
initial slope chi'(0) = -1.588071
outer end of chi calculation: x = 400
integral of sqrt(x) chi^(3/2) = 0.999986
half-charge scaled radius x = 1.88236
germanium half-charge radius, reduced = 0.52492 bohr
germanium half-charge radius, direct = 0.52494 bohr
Ge table: r/bohr, x, chi, n/bohr^-3, direct n/bohr^-3, electrons inside, direct electrons inside
0.1  0.3586  0.68367  309.12  309.1  3.218  3.219
0.3  1.0758  0.40401  27.024  27.021  10.322  10.323
1.0  3.5860  0.12538  0.76767  0.7676  22.775  22.774
3.0  10.7579  0.02114  0.010231  0.010232  30.016  30.014
largest relative density difference, Ge, 0.01 to 4 bohr = 2.48e-04
largest relative density difference, Z = 10, same range = 1.06e-04
electron repulsion at Ge nucleus, reduced = 182.232 hartree
electron repulsion at Ge nucleus, direct = 182.228 hartree
Ge in sphere of radius 10 bohr: mu = 9.750e-03 hartree
Ge in sphere of radius 20 bohr: mu = 8.055e-04 hartree
Ge in sphere of radius 40 bohr: mu = 5.994e-05 hartree
energy slope for charge transfer, 0.1 to 1 bohr = 4.94e-06 hartree per electron
steeper trial slope = -1.598071: zero at x = 3.5854
steeper trial: missing charge fraction = 0.42514, by quadrature = 0.42514
shallower trial slope = -1.578071: minimum at x = 2.9720, chi = 0.24658
every check passed
```
